Fixing a hybrid functional's exchange fraction from a defect's frontier levels

**Two answers from one cell**

A model insulator contains one defect that can trap an electron. In a periodic cell of 216 sites, we adjust the exact-exchange fraction α of a hybrid functional until the defect's filled level equals its empty level. With the raw eigenvalues the answer is α = 0.16. After a correction for the periodic images it is α = 0.50. The cell, the atoms and the functional are the same. Why does the correction matter so much, and what does the matched fraction guarantee?

The nuclei stay fixed throughout. The trap is neutral when empty and has charge −1 when filled. Let f, between 0 and 1, be the number of electrons added, E(f) the total energy, and λ(f) the eigenvalue of the trap orbital. Energies are in eV and lengths in nm; e² stands for e²/(4πε₀) = 1.440 eV nm.

The target is a straight line. A fractional electron number describes a statistical mixture of the systems with N and N+1 electrons, with weights 1−f and f. The exact energy is the same weighted average, provided no mixture of other electron numbers lies lower. An approximate functional generally gives a curve.

**One orbital, by hand**

Take one rigid orbital in a polarizable surrounding. Its charge f has four energies besides the starting level λ₀f:

- Hartree self-repulsion, +½U_d f².
- Exact exchange with weight α, −½αU_d f². For a single orbital it has the size of the Hartree term and the opposite sign.
- Local exchange with weight 1−α, −½(1−α)J_d f², taken quadratic here.
- Polarization. Let the other electrons respond through a coordinate p with energy ½kp² − gfp. The minimum is at p = gf/k, where the energy is −½(g²/k)f². Write R = g²/k.

The sum is

E(f) = λ₀f + ½κf²,

κ = U_d − αU_d − (1−α)J_d − R = (1−α)S − R, with S = U_d − J_d.

The level is the derivative, λ(f) = λ₀ + κf, so

λ(1) − λ(0) = κ.

The filled and empty levels agree when κ = 0:

α_K = 1 − R/S.

For R = 0 this gives α_K = 1: a lone electron needs full exchange to remove its self-repulsion. As R grows, less exchange is needed, because polarization already bends the energy downwards. For R > S > 0 no fraction between 0 and 1 works.

Curvature can also be read from total energies alone. Define the deviation from the chord,

D(f) = E(f) − (1−f)E(0) − fE(1).

Inserting E(f), with E(0) = 0 and E(1) = λ₀ + ½κ, gives

D(f) = λ₀f + ½κf² − f(λ₀ + ½κ) = −½κf(1−f), and D(½) = −κ/8.

Too little exchange gives κ > 0 and a convex curve below its chord; too much gives a concave curve above it.

**The same orbital in a periodic cell**

Now repeat the charge q = −f in a cubic lattice of edge L. A uniform background keeps each cell neutral, and the average potential is set to zero. In vacuum, the images and background produce at each point charge a potential proportional to −q/L. The interaction energy, with the factor ½ for a charge acting on its own copies, is

−½q²v, with v = α_M e²/L and α_M = 2.8373.

A host with clamped-ion dielectric constant ε screens the potential of distant images by 1/ε. In a linear medium the energy is still half the charge times the screened potential, so the shift is −q²v/(2ε). It must be removed:

E_iso(f) = E_per(f) + f²v/(2ε) + terms of order L⁻³.

The L⁻³ terms come from the finite extent of the charge and from the alignment of the average potential. Differentiation gives the level correction:

λ_iso(f) = λ_per(f) + fv/ε.

The filled level rises by v/ε, and the empty level of the neutral cell has no correction of order 1/L. In the one-orbital picture the periodic curvature is κ − v/ε. Raw matching sets this to zero and leaves a true curvature κ = v/ε. Since κ falls by S for each unit of α, the raw root lies too low by (v/ε)/S.

For the 216-site cell, L = 1.26 nm and

v = 2.8373 × 1.440/1.26 = 3.24 eV,
v/ε = 3.24/1.671 = 1.94 eV.

The computed level difference changes by −5.66 eV per unit of α, so S ≈ 5.66 eV if R does not depend on α. The expected error is 1.94/5.66 = 0.34, and 0.50 − 0.34 = 0.16. This explains the two answers. The same numbers give an effective R = (1 − 0.502) × 5.66 = 2.8 eV.

Raw total energies would not have exposed the error. They contain the same image term, so at the raw root they too look nearly straight.

**From one orbital to a self-consistent functional**

In a full calculation every orbital responds to f. Let P be the density matrix, with the host orbitals filled and the trap orbital |d⟩ occupied by f. Let F = ∂E/∂P be the mean-field Hamiltonian, with F|i⟩ = λᵢ|i⟩. When f changes,

dE = Tr(F dP) = df⟨d|F|d⟩ + Σᵢ nᵢ(⟨δi|F|i⟩ + ⟨i|F|δi⟩).

The last bracket equals λᵢ(⟨δi|i⟩ + ⟨i|δi⟩) = λᵢδ⟨i|i⟩ = 0, because the orbitals stay normalized. What remains is Janak's theorem:

dE/df = λ(f), hence E(1) − E(0) = ∫₀¹ λ(f) df.

A second derivative gives the general meaning of level matching:

∫₀¹ E″(f) df = λ(1) − λ(0).

Matching removes the mean curvature. It does not make E″ vanish at each f. The function

E(f) = λ_K f + A f²(3−2f)

has slope λ_K + 6Af(1−f), which is λ_K at both ends, yet E(1) − E(0) = λ_K + A. The quantity A = E(1) − E(0) − λ_K is the remaining Koopmans error, and it has to be measured.

Simpson's rule does so with one extra calculation at f = ½. With both end levels equal to λ_K,

E(1) − E(0) ≈ [λ_K + 4λ(½) + λ_K]/6,

A ≈ [2λ_K + 4λ(½) − 6λ_K]/6 = ⅔[λ(½) − λ_K].

The rule is exact if λ(f) is a polynomial of degree three or less.

**The exchange kernel comes first**

The image correction above assumes that exact exchange cancels the self-repulsion of an isolated charge. A periodic Coulomb kernel with its zero-wavevector term dropped does not do this, since its on-site value is too small by a constant c. Adding c to the exchange kernel changes the energy by

−½αc Σ_s Tr(P_s²),

where s is the spin, and changes F by −αcP_s. At integer filling P_s gives 1 on filled orbitals and 0 on empty ones. The orbitals are therefore unchanged, filled levels fall by αc, and empty levels stay put.

Here c = 3.20 eV. Omitting it at α = 0.502 raised the filled level by 1.607 eV = 0.502 × 3.20 eV and left the empty level unchanged, as derived. If the image correction were still applied in full, the level difference would be about −5.66(α − 0.502) + 3.20α. This vanishes at α = 2.84/2.46 ≈ 1.2, so on this linear estimate no admissible fraction would be found.

**The dielectric constant**

The constant ε must belong to the same functional and to clamped nuclei, because only electrons respond at fixed geometry. Apply a weak potential w cos(Qx) to the perfect host and let the electron number per site change by n cos(Qx), with n < 0. With one site per volume a³, the induced potential has amplitude 4πe²n/(Q²a³), times a factor for the finite width of the site charges that tends to 1 as Q → 0. The screened potential divided by the applied one is

1/ε(Q) = 1 + [induced amplitude]/w.

Suppose ε(Q) = ε + bQ² at small Q. Cells of 8 and 12 spacings have Q² in the ratio 1/64 to 1/144. Multiplying each result by its squared length and subtracting cancels b:

ε = (144ε₁₂ − 64ε₈)/80.

At the matched fraction, with cells four sites wide, this gives 1.671; cells six sites wide give about 1.69, and cubic cells of 24 and 32 sites per edge give 1.707 at zero wavevector. The value 1.671 used below is therefore low by about 0.04. The dependence on α is weak: 1.692 at α = 0.1 and 1.662 at α = 0.7.

**The algorithm for a general defect**

For any pair of charge states, let q be the charge with the level empty, so that it is q−1 with the level filled. Adding electrons lowers the charge, so differentiating q²v/(2ε) with respect to electron number gives a level correction −qv/ε. The corrected difference is

λ_full − λ_empty + [−(q−1) + q]v/ε = λ_full − λ_empty + v/ε.

The relative correction does not depend on q. For a donor with q = +1, it is the empty level that moves, down by v/ε.

A geometry relaxed in a charged state adds frozen ionic polarization. If this acts as a fixed localized charge p, then q becomes q + p in each level correction. The difference is again v/ε, but the common level itself shifts with p.

The procedure is:

1. Fix the geometry and choose the semilocal partner of exact exchange.
2. Give the exchange kernel its isolated on-site value.
3. For a trial α, solve both charge states self-consistently and obtain ε(α).
4. Form m(α) = λ_full − λ_empty + v/ε(α).
5. Update α by the secant rule, α_new = α₂ − m(α₂)(α₂ − α₁)/[m(α₂) − m(α₁)], until m vanishes.
6. At the root, compute corrected total energies at fractional f, and the Koopmans error.
7. Repeat in larger cells. Check that the orbital stays localized and that both levels lie in the gap.

If the orbital spreads over the cell, the localized-charge correction loses its basis. If the level enters a band, the frontier eigenvalue no longer belongs to the defect.

**The worked example**

The host is a cubic lattice with spacing 0.21 nm, on which cations and anions alternate, with one orbital per site. The reference has two electrons on each anion. Neighbours are coupled by a hopping of 1.5 eV, cation sites lie 3 eV above anion sites, and the trap is a cation site lowered by 6 eV. With n_is the population of site i and spin s, and Δnᵢ the total population relative to the reference, the functional is

E = Σ_s Tr(hP_s) + ½Σᵢⱼ ΔnᵢVᵢⱼΔnⱼ − ½αΣ_sᵢⱼ Vˣᵢⱼ|P_s,ᵢⱼ|² − ½(1−α)J Σᵢ_s n_is².

Here h holds hopping and site energies. V is the periodic repulsion of Gaussian site charges with isolated on-site value 12 eV, Vˣ = V + c, and J = 6 eV. The last term plays the part of semilocal exchange. Correlation beyond this mean field is absent.

The matched fraction is 0.502 with ε = 1.671; the converged ε of 1.707 lowers it by about 0.007. The trap site carries 70 % of the orbital when empty and 65 % when filled. Both corrected levels are at −2.396 eV, between band edges at −10.06 and +1.05 eV. The common level lies 3.44 eV (0.126 hartree) below the conduction edge. The band edges still depend slightly on cell size: in a 512-site host each moves into the gap by about 0.06 eV.

Janak's theorem was tested on the raw periodic data: the integral of the levels over f and the difference of total energies are both −3.4093 eV. Adding v/(2ε) = 0.9705 eV gives the corrected difference, −2.439 eV.

The change of curvature was tested on both sides of the root:

- α = 0.352: level difference +0.846 eV, D(½) = −0.109 eV. The quadratic rule −κ/8 gives −0.106 eV.
- α = 0.652: level difference −0.851 eV, D(½) = +0.104 eV. The rule gives +0.106 eV.

At the root D(½) is −0.0025 eV, and the largest deviation among the computed points is 0.0053 eV in magnitude, at f = ¾. The curve looks almost straight. Yet the Koopmans error is

A = −2.4388 − (−2.3961) = −0.043 eV,

eight times larger. Simpson's formula gives ⅔(−2.4594 + 2.3961) = −0.042 eV.

The two measures are compatible. A quartic energy with equal end slopes can be written, apart from E(0), as

E(f) = λ_K f + A f²(3−2f) + B f²(1−f)².

Subtracting the chord, whose slope is λ_K + A, gives

D(f) = A(3f² − 2f³ − f) + B f²(1−f)².

At f = ½ the first bracket is ¾ − ¼ − ½ = 0, so B = 16D(½) = −0.040 eV. At f = ¾ the bracket is 0.094 and f²(1−f)² is 0.035, so D = −0.0040 − 0.0014 = −0.0054 eV, against −0.0053 eV computed. The A term vanishes at the midpoint and at both ends, and its magnitude never exceeds a tenth of |A|. A small chord deviation is therefore not a sufficient test of Koopmans' condition; E(1) − E(0) must also be compared with the common level.

**How firm is the fraction?**

From 216 to 512 sites, at fixed α and ε, the raw filled level moves by +0.456 eV and the corrected one by −0.029 eV. For the energy difference the changes are +0.225 and −0.018 eV. The correction removes most of the size dependence.

The matched fractions for 64, 216 and 512 sites are 0.509, 0.502 and 0.499, the last from a linear estimate. The successive changes, 0.0069 and 0.0034, have a ratio of 2. A pure L⁻³ remainder would give about 4, and a 1/L remainder gives 2. The raw filled levels alone, read as a pure 1/L law, would imply ε = (3.24 − 2.43)/0.456 = 1.78 instead of 1.67. Part of this comes from the low ε: with the converged value 1.707, a linear estimate gives about 0.498, 0.495 and 0.493. The changes are halved but their ratio stays near 2, and only a third of the distance to 1.78 is closed. Extrapolating these three values gives 0.488 for a 1/L remainder and 0.492 for an L⁻³ remainder, so the large-cell value lies near 0.49. Widening the cells for the dielectric response from four to six sites moves α by −0.002 if ε is taken at the finite wavevector of the 8-spacing cell, and by about −0.005 after extrapolation to zero wavevector.

In the 64-site cell with ε(α) held fixed, direct second-neighbour hopping of 0.1 eV shifts α by −0.001, and 5 % more bond hopping shifts it by −0.002. A 5 % larger J shifts it by −0.010, the sign expected from α_K = 1 − R/S, since a larger J reduces S. These parameters also change the screening, and the procedure requires ε to follow. More hopping raises ε to about 1.72 and the larger J lowers it to about 1.65; with ε recomputed the shifts become −0.001, −0.016 and −0.003. The fraction is thus most sensitive to what changes the polarizability of the host, and it depends more weakly on the semilocal partner. R and S also belong to a particular orbital and geometry, so a fraction found for one defect must be checked before it is used for another in the same host.

**Beside a real oxide**

The spacing is close to that of magnesium oxide, but the model's gap of 11.1 eV and ε = 1.67 are far from that material's rough values of 8 eV and 3. The model host is too weakly polarizable. If R scales as 1 − 1/ε, as for a charge in a cavity of fixed size, then ε = 3 raises R from 2.8 to about 4.7 eV. With S unchanged, α_K falls to about 0.2. This is an estimate of direction and scale, not a prediction for the oxide. Real devices also break the assumption of fixed nuclei. Take the model host, give it a rough static dielectric constant of 10, and use the lattice spacing as the cavity radius r of the trapped charge. Polarization lowers the energy of a charge in a cavity by (e²/2r)(1 − 1/ε), so letting the ions respond after capture releases

(1.440/0.42)(1/1.671 − 1/10) = 1.7 eV.

With the oxide's ε = 3 in place of 1.671, the same formula gives 0.8 eV. Relaxation leaves the matching condition at the chosen geometry untouched, but it lowers the energy of the relaxed charged state.

The ions also broaden the level thermally. Let the level shift by gx along an ionic coordinate x with energy ½Kx². Relaxation then releases W = g²/(2K). Classically x has the variance k_BT/K, so the level has the variance g²k_BT/K = 2Wk_BT. For the model value W = 1.71 eV at 300 K, the standard deviation is √(2 × 1.71 × 0.0259) = 0.30 eV, seven times the Koopmans error. This is a lower estimate, because the classical formula requires a phonon energy ħω well below k_BT = 0.026 eV, and optical phonons in oxides usually lie above that. For a quantum oscillator the variance is Wħω coth(ħω/2k_BT), so the standard deviation is about 0.37 eV for ħω = 0.07 eV. Because the relaxation energy is so large, a vertical level from this method should not be used directly as a thermodynamic trap depth. The remaining values are in the numerical output.

Computed results

```
spacing 0.21 nm, hopping 1.5 eV, site splitting 3.0 eV
U 12.0 eV, J 6.0 eV, trap depth 6.0 eV
Gaussian parameter mu = 7.385 1/nm
Madelung constant = 2.83730 (other width 2.83730)
eps at alpha 0.1 = 1.692
eps at alpha 0.4 = 1.675
eps at alpha 0.7 = 1.662
matched alpha, 64 sites = 0.5089
matched alpha, 216 sites = 0.5020
matched alpha, 512 sites (linearized) = 0.4986
216 sites without image correction: alpha = 0.1602
slope of level mismatch with alpha = -5.658 eV
eps at matched alpha = 1.671
cell edge = 1.26 nm, vM = 3.2425 eV
level correction vM/eps = 1.9410 eV
energy correction vM/(2 eps) = 0.9705 eV
host gap = 11.104 eV
valence edge -10.058 eV, conduction edge 1.046 eV
weight on trap site: empty 0.698, filled 0.646
f, periodic level, corrected level, deviation from chord (eV):
  0.00  -2.3961  -2.3961  +0.00000
  0.25  -2.9370  -2.4517  +0.00249
  0.50  -3.4299  -2.4594  -0.00250
  0.75  -3.8925  -2.4367  -0.00531
  1.00  -4.3371  -2.3961  +0.00000
periodic energy difference = -3.40926 eV
integral of periodic levels = -3.40926 eV
corrected energy difference = -2.4388 eV
common level = -2.3961 eV, below conduction edge 3.442 eV
Koopmans error = -0.0427 eV, Simpson -0.0422 eV
alpha 0.352: mismatch +0.846 eV, midpoint deviation -0.1086 eV
alpha 0.652: mismatch -0.851 eV, midpoint deviation +0.1041 eV
kernel constant 3.2011 eV; omitted: filled level +1.6071 eV, empty +0.00000 eV
216 to 512 sites, energy difference: raw +0.2245 eV, corrected -0.0182 eV
216 to 512 sites, filled level: raw +0.4558 eV, corrected -0.0294 eV
eps at finite wavevector: width 4 1.599, width 6 1.609
alpha shift from this sampling change = -0.0021
alpha shift, second-neighbour hopping 0.1 eV = -0.0009
alpha shift, bond hopping +5 % = -0.0019
alpha shift, local exchange J +5 % = -0.0098
ionic relaxation (static eps 10, rough) = 1.71 eV
thermal level broadening at 300 K = 0.30 eV
```
